# Oxygen pressure as the selector of ferroelectric film polarity

A ferroelectric film with no metal on its upper face poses a problem that the Landau energy alone cannot settle. If no charge reaches that face, the field in a film of polarization $P$ is $-P/\varepsilon_b$, with $\varepsilon_b$ the background permittivity. For $57\ \mu\mathrm{C/cm^2}$ and $\varepsilon_b=5\varepsilon_0$ this is about $130$ MV/cm, and the uniform polar state cannot survive. If instead one assumes that the face is perfectly compensated, both polarities survive with equal energy and the surrounding gas has no influence. Neither assumption can say which way a film points in oxygen, or at what pressure it turns over. The compensating charge must be given its own chemical equilibrium.

Consider a uniform, single-domain film of thickness $L$ on a conducting electrode, its upper face in O$_2$. Polarization $P$, field $E$ and displacement $D$ are positive toward the gas; "up" means $P>0$. Two kinds of surface ion occur. An adsorbed oxygen ion, charge $-2e$, forms by taking half an O$_2$ molecule from the gas and two electrons from the electrode. A surface vacancy, charge $+2e$, forms by releasing half a molecule and two electrons. Each kind has its own set of sites, of equal density $N$ per area, with coverages $\theta_-$ and $\theta_+$. Ions do not interact except through the mean potential, which is the Langmuir assumption. The standard free energies of formation are $G_-$ and $G_+$, with the electrons taken at the Fermi level of the electrode, and $p$ is the oxygen pressure divided by one atmosphere.

There is no field above the film, so Gauss's law at the upper face reads $0-D=\sigma$, where $\sigma=2eN(\theta_+-\theta_-)$. Hence
$$D=2eN(\theta_--\theta_+),\qquad D=P+\varepsilon_bE .$$
An upward polarization calls for negative ions. The electrode screens linearly, with an effective length $\lambda$ defined by its voltage drop $\lambda D/\varepsilon_0$. Allowing also a built-in potential $V_b$, the potential of the upper face relative to the interior of the electrode is
$$\phi=V_b-LE-\frac{\lambda D}{\varepsilon_0}.$$

The Landau energy density is $f=\tfrac12aP^2+\tfrac14bP^4+\tfrac16cP^6$, with $a<0$ and $b,c>0$; clamping by the substrate is absorbed in the coefficients. The grand potential per area is
$$\begin{aligned}\Omega={}&L\Big[f(P)+\frac{(D-P)^2}{2\varepsilon_b}\Big]+\frac{\lambda D^2}{2\varepsilon_0}-V_bD\\&+N\sum_{\pm}\Big[\theta_\pm\big(G_\pm\pm\tfrac12kT\ln p\big)+kT\,m(\theta_\pm)\Big],\end{aligned}$$
with $m(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta)$. The second term is the field energy $\varepsilon_bE^2/2$, the third is the work of charging the electrode layer, and $-V_bD=\sigma V_b$ is the work of carrying the surface charge through $V_b$. The signs of $\ln p$ follow from the reactions: releasing half a molecule costs more at high pressure, and taking one up costs less.

Setting $\partial\Omega/\partial P=0$ at fixed coverages gives $f'(P)=(D-P)/\varepsilon_b$, that is,
$$E=aP+bP^3+cP^5 .$$
For the coverages, use $(\partial\Omega/\partial D)_P=LE+\lambda D/\varepsilon_0-V_b=-\phi$ for the electrical part, $\partial D/\partial\theta_\pm=\mp2eN$, and $m'(\theta)=\ln[\theta/(1-\theta)]$. Stationarity then requires
$$G_\pm\pm\tfrac12kT\ln p+kT\ln\frac{\theta_\pm}{1-\theta_\pm}\pm2e\phi=0 .$$
These are Langmuir isotherms with an electrical work term. Writing $r_\pm=\theta_\pm/(1-\theta_\pm)$,
$$r_\pm=p^{\mp1/2}\,e^{-(G_\pm\pm2e\phi)/kT}.$$

In the product $r_+r_-$ both pressure and potential cancel. Define $q=e^{-(G_++G_-)/2kT}$, so that $r_+r_-=q^2$, and write $r_-=qy$, $r_+=q/y$ with $y>0$. The ratio $r_-/r_+=y^2$ gives
$$2\ln y=\ln p+\frac{G_+-G_-+4e\phi}{kT}.$$
With $\ln p^*=(G_--G_+)/kT$ this becomes
$$\frac{kT}{4e}\ln\frac{p}{p^*}=\frac{kT}{2e}\ln y-\phi .$$
It remains to express $y$ through the charge. Let $s=D/(2eN)=\theta_--\theta_+$. Since $\theta=r/(1+r)$,
$$s=\frac{qy}{1+qy}-\frac{q}{y+q}=\frac{q(y^2-1)}{qy^2+(1+q^2)y+q}=\frac{y^2-1}{y^2+2Cy+1},$$
where the last step divides by $q$ and uses $(1+q^2)/q=2C$, $C=\cosh[(G_++G_-)/2kT]$. Multiplying out,
$$(1-s)y^2-2sCy-(1+s)=0 .$$
For $|s|<1$ the roots have a negative product, so one is positive:
$$y(s)=\frac{sC+\sqrt{1+s^2(C^2-1)}}{1-s}.$$
Inserting $\phi$ gives the equation of state,
$$V_p\equiv\frac{kT}{4e}\ln\frac{p}{p^*}=V(P),\qquad V(P)=LE+\frac{\lambda D}{\varepsilon_0}+\frac{kT}{2e}\ln y(s)-V_b .$$

Within the model no approximation has been made after the assumptions. Oxygen pressure acts as a voltage source: each O$_2$ carries four electrons, hence $kT/4e$. The source must supply the film, the electrode and the ion layer in series. If both ions carried a single charge, $2e$ would be replaced by $e$ throughout and the voltage per unit of $\ln p$ would double.

The sign of the selection follows from $\Omega$. At equilibrium the first-order changes of $P$ and $\theta_\pm$ do not alter $\Omega$, so its pressure derivative is the explicit one:
$$\frac{d\Omega}{d\ln p}=\frac{NkT}{2}(\theta_+-\theta_-)=-\frac{kT\,D}{4e}.$$
The difference $\Omega_{\rm up}-\Omega_{\rm down}$ therefore falls as $p$ rises, because $D_{\rm up}>D_{\rm down}$. High oxygen pressure favours up; low pressure favours down.

To find where they cross, take $V_b=0$. At $p^*$ both ions cost the same, $G_++\frac12kT\ln p^*=G_--\frac12kT\ln p^*$, and $\Omega$ is unchanged when $P$ changes sign and the coverages are exchanged. Up and down then have equal energy at any thickness for which they exist. With a built-in potential, $-V_bD$ adds $+2eV_b$ to the cost of a vacancy and $-2eV_b$ to that of an adsorbed ion. Equal costs now require
$$p_{\rm rev}=p^*e^{-4eV_b/kT}.$$
For the 12 nm film below, locating the equal-energy pressure numerically from the isotherms, with $V_b=0$ and with $V_b=0.05$ V, reproduced this law.

Equal energy of up and down does not yet mean that the film jumps between them. A weakly polar state may lie lower, and either polar state may persist beyond its range of lowest energy. Both questions need $\Omega$ as a function of $D$ alone. At fixed $D$, minimize the surface terms with a multiplier $\psi$ for the constraint $2eN(\theta_--\theta_+)=D$. The resulting conditions are the isotherms with $\phi$ replaced by $\psi$, so $\psi=(kT/2e)\ln y-V_p$. A multiplier is the derivative of the minimized energy with respect to the constrained quantity. Adding the electrical derivative gives
$$\frac{d\Omega}{dD}=V(P)-V_p .$$
Here $dD/dP=1+\varepsilon_bE'$, with $E'=a+3bP^2+5cP^4\ge a$, is positive if $\varepsilon_b|a|<1$. A state is then a local minimum when $dV/dP>0$, and the extrema of $V(P)$ are the limits at which uniform states lose stability. At $p^*$ with $V_b=0$, where $V_p=0$, the energy of a polar state relative to $P=0$ is the area
$$\Omega(P_{\rm up})-\Omega(0)=\int_0^{P_{\rm up}}V\,\frac{dD}{dP}\,dP .$$

Two limits of the ion voltage explain much of what follows. For $|s|\ll1/C$, $y\simeq(1+sC)(1+s)$, so $\ln y\simeq(1+C)s$ and
$$\frac{kT}{2e}\ln y\simeq\frac{\lambda_sD}{\varepsilon_0},\qquad\lambda_s=\frac{\varepsilon_0kT(1+C)}{4e^2N}.$$
Near $P=0$ the ions act as an extra screening length, which is large when ions are costly, since few are then present to respond. For $1/C\ll s<1$ the square root approaches $sC$. If also $G_++G_-\gg kT$, then $2C\simeq e^{(G_++G_-)/2kT}$ and
$$\frac{kT}{2e}\ln y\simeq\frac{G_++G_-}{4e}+\frac{kT}{2e}\ln\frac{s}{1-s}.$$
Once ions are numerous the voltage grows slowly, with slope $(kT/2e)/[D(1-s)]$ in $D$. It diverges as $s\to1$, because the sites cannot hold more than $2eN$.

At $P=0$ the slope of $V$ is $aL+(1+\varepsilon_ba)(\lambda+\lambda_s)/\varepsilon_0$. The unpolarized state at $p^*$ is therefore unstable above
$$L_0=\frac{(1+\varepsilon_ba)(\lambda+\lambda_s)}{\varepsilon_0|a|}.$$
Hysteresis can begin at a much smaller thickness, because the ion layer is softer at finite $D$. Setting $dV/dP=0$ and minimizing over positive $P$ with $E'<0$,
$$L_h=\min_P\frac{1+\varepsilon_bE'}{-E'}\left[\frac{\lambda}{\varepsilon_0}+\frac{kT}{2e}\frac{d\ln y}{dD}\right].$$
Polar states exist at $p^*$ above the thickness found by setting $V=0$ instead, now minimizing over positive $P$ with $E<0$:
$$L_e=\min_P\frac{\lambda D/\varepsilon_0+(kT/2e)\ln y}{-E}.$$

The gas also fixes how $p^*$ moves with temperature. Let $\epsilon_\pm$ be the ion formation energies relative to half an O$_2$ molecule in its lowest level, and neglect the entropy of surface vibrations. Then $G_-=\epsilon_--\mu^\circ/2$ and $G_+=\epsilon_++\mu^\circ/2$, so
$$\ln p^*=\frac{\epsilon_--\epsilon_+-\mu^\circ}{kT}.$$
An ideal gas has $\mu=-kT\ln(Z_1/N_g)$ for $N_g$ molecules with one-molecule partition function $Z_1$. The volume per molecule is $kT/p_0$ at $p_0=1$ atm, which gives
$$\mu^\circ=-kT\ln\left[\frac{kT}{p_0\Lambda^3}\;\frac{3kT}{2B}\;\frac{1}{1-e^{-h\nu/kT}}\right],\qquad \Lambda=\frac{h}{\sqrt{2\pi MkT}}.$$
Here $M$ is the molecular mass, $\nu$ the vibration frequency, and $B=\hbar^2/2I$ with $I=Md^2/4$ for bond length $d$. The factor 3 counts the spin orientations of the triplet ground state. The 2 appears because only odd rotational levels occur in $^{16}$O$_2$.

For numbers, take O$_2$ at 700 K over a film with round parameters, rough for a strained perovskite titanate on a conducting oxide: $a=-2.25\times10^8$ J m/C$^2$, $b=2.0\times10^8$ J m$^5$/C$^4$, $c=1.5\times10^9$ J m$^9$/C$^6$, $\varepsilon_b=5\varepsilon_0$ and $\lambda=0.010$ nm. One site of each kind per $(0.4\ \mathrm{nm})^2$ gives $2eN=200\ \mu\mathrm{C/cm^2}$. The ion energies are $\epsilon_-=-0.60$ eV and $\epsilon_+=1.60$ eV, and $V_b=0$. With $d=0.121$ nm and $h\nu=0.20$ eV, the gas formula gives $\mu^\circ=-1.458$ eV. Thus $G_-=0.129$ eV, $G_+=0.871$ eV, and with $kT=0.0603$ eV
$$\ln p^*=\frac{0.129-0.871}{0.0603}=-12.3,\qquad p^*=3.5\times10^{-3}\ \mathrm{Torr}.$$

In a 12 nm film at $p^*$ the up state has $P=43.4\ \mu\mathrm{C/cm^2}$, against $57.1$ at zero field. The three voltages balance:
$$-0.698+0.487+0.211=0\ \mathrm{V}$$
for film, electrode and ions. The ion share can be read from the limit above: with $s=0.215$ it is $1.00/4+0.0302\ln(0.215/0.785)=0.211$ V. The formation cost alone would give 0.25 V; the mixing entropy of the partly filled sites takes off 0.04 V. The state lies 30.5 mJ/m$^2$ below $P=0$, so the preferred polarity changes directly from down to up as the pressure passes $p^*$.

The up state persists down to $V=-0.168$ V. The corresponding pressure ratio is $\exp(4\times0.1685/0.0603)\approx7\times10^4$, so on lowering the pressure the film turns down at $4.9\times10^{-8}$ Torr. On raising it, the reverse switch comes at 247 Torr. Counting the solutions of the isotherms just beyond each limit leaves one state, of the opposite polarity, with $|P|=47.7\ \mu\mathrm{C/cm^2}$.

The characteristic thicknesses are $L_h=6.4$ nm and $L_e=9.1$ nm; the polar states become lower than $P=0$ at $p^*$ at 10.1 nm, and $L_0=137$ nm. The wide gap below $L_0$ comes from the ions: $\lambda_s=0.27$ nm at $P=0$ corresponds to a slope of 30 V per C/m$^2$, while at $D=30\ \mu\mathrm{C/cm^2}$ the ion slope is about 0.12 in the same unit. Between 10.1 and 137 nm, $P=0$ at $p^*$ is thus a metastable minimum of the uniform film.

These numbers rest on the Langmuir assumption, which is weak for doubly charged ions at $s\approx0.2$. An ion on a discrete site feels less repulsion than the mean potential of a smooth sheet implies. For random occupation of a square lattice of spacing 0.4 nm on a film of relative permittivity 100, the lattice sum lowers the ion voltage by about 0.12 V at $s=0.215$, more than half of the 0.211 V found above. Including this term roughly moves $L_h$ to 5 nm and $L_e$ to 8 nm, and widens the pressure ratio from $7\times10^4$ to about $2\times10^7$. If both kinds of ion have the same site geometry, the symmetry that fixes $p^*$ is unaffected.

A 5 nm film, with everything else held fixed, lies below $L_h$. Its polarization passes continuously through zero at $p^*$ and has no hysteresis. It needs a wide pressure range to become strongly polar: $P$ is $-27.8$, $-3.0$, $0.9$ and $17.8\ \mu\mathrm{C/cm^2}$ at $10^{-9}$, $10^{-6}$, $1$ and $760$ Torr. Pressure thus selects the sign in both films, but a retained polarity requires sufficient thickness. The numerical output gives the remaining values.

Temperature moves the reversal strongly. With fixed ion energies $p^*$ is $4.6\times10^{-6}$ Torr at 600 K and $0.54$ Torr at 800 K. At a constant $10^{-3}$ Torr, cooling from 700 to 600 K therefore changes the favoured sign from down to up: taking oxygen from the gas costs less free energy when the gas is colder.

Real films of this class can break the single-domain assumption. Suppose stripes of width $w$ form with no surface ions and a perfectly screened lower face. Their surface charge is a square wave with odd harmonics of amplitude $4P/\pi n$ and wavenumber $\pi n/w$. The potential of each harmonic is its charge divided by $\varepsilon_0(1+\kappa)$ times the wavenumber, where $\kappa$ is the effective relative permittivity of the film. Averaging half of charge times potential, and using $\sum_{\rm odd}n^{-3}=7\zeta(3)/8$, gives
$$g\,P^2w,\qquad g=\frac{7\zeta(3)}{2\pi^3\varepsilon_0(1+\kappa)} .$$
Adding the wall energy $\gamma L/w$ and minimizing over $w$ gives $2P\sqrt{g\gamma L}$. With rough values $\kappa=100$ and $\gamma=50$ mJ/m$^2$ at the bulk polarization, $\gamma$ taken proportional to $P^2$, the best stripes in the 12 nm film have $w=3.5$ nm and lie 21 mJ/m$^2$ below $P=0$. The uniform state is lower by 9 mJ/m$^2$, a margin too small to trust for such an estimate. The order also depends on $\kappa$: in this estimate stripes gain nothing over $P=0$ at $\kappa=60$, but lie below even the uniform polar state at $\kappa=150$. The estimate also leaves out two effects of similar size and opposite sign. The lower face of the stripes is taken as perfectly screened, while the uniform state pays for charging the electrode layer; at $\kappa=100$ and the same $P$ and $w$, the finite $\lambda$ raises the stripe energy by about 33 mJ/m$^2$. The stripes are also denied ions, although their bare surface potential reaches 0.5 V, well above the 0.21 V at which ions adsorb; ions that follow the pattern lower the energy by about 27 mJ/m$^2$. The picture of sharp walls and constant $\kappa$ is itself strained: this $\gamma$ implies walls about 1.5 nm wide, and the stripe polarization, $35.5\ \mu\mathrm{C/cm^2}$, lies where $E'<0$. The estimate therefore does not settle whether stripes can replace $P=0$ as the intermediate state. Nucleated domains can also reverse a film before the uniform limits, so the interval from $4.9\times10^{-8}$ to 247 Torr should not be read as a predicted hysteresis width.

The reversal pressure itself is very sensitive to electrical asymmetry and to the ion energies. A built-in potential of 0.1 V, an assumed size, changes it by a factor of about 760, and an error of 0.1 eV in $G_--G_+$ by a factor of 5. The value of $p^*$ found here is therefore an illustration, not a prediction for a particular film.

Breakdown and electrons in the film can also be checked roughly. The largest field on the up branch between its stability limit and $p^*$ is 0.63 MV/cm, against a rough breakdown field of 2 MV/cm. For a 1 eV electron barrier at zero potential, the surface potential of the up state at its stability limit, 0.37 V, leaves the band edge 0.63 eV above the Fermi level. With the free-electron mass, filling the whole film at that edge density would give $5\times10^{-4}\ \mu\mathrm{C/cm^2}$, negligible beside $D$, and an occupation of $3\times10^{-5}$, far from degeneracy. In the down state at $p^*$ the edge is lowest beside the electrode, at $1-0.49=0.51$ eV; the same estimate then gives less than $0.01\ \mu\mathrm{C/cm^2}$, still negligible.

Electrons must still cross the film to reach the surface. Over a flat barrier of 1 eV, free-electron emission at 700 K can carry 3.7 A/cm$^2$ one way, and tunnelling through 12 nm adds 0.008 A/cm$^2$. At that rate the charge $2D=86\ \mu\mathrm{C/cm^2}$ needed for reversal takes about 23 µs. A polar film tilts the barrier, however. In the up state at $p^*$ the electrode voltage raises its lower end by 0.49 eV, which at first cuts emission over it by $\exp(0.487/0.0603)\approx3\times10^3$. Emission over the barrier alone, if it stayed at that initial rate, would need roughly 0.1 s for the transfer. The electrode voltage falls with $D$, however, so this barrier drops as charge leaves, and electrons also tunnel through its thin top. Both effects shorten the time; tunnelling gains about a factor of 2. Once $D$ turns negative the upper end of the barrier rises instead, by up to 0.37 eV near $D=-31\ \mu\mathrm{C/cm^2}$, and following the barrier along the whole path gives a few milliseconds. All these rates assume ballistic free electrons. For a mobility of 1 to 10 cm$^2$/V s the mean free path is only 0.1 to 1 nm, and diffusion through the film cuts the flat-barrier current by a factor of about 80 to 9, which lengthens the time. These times describe the electron path alone and are not switching times: the rates of the surface reactions lie outside an equilibrium law, and the pressure must be held long enough for them to finish.

## Computed results

```
temperature 700 K, kT = 0.06032 eV
Landau a = -2.250e+08 J m/C2 (a1 = 7.50e+05, T0 = 1000 K)
Landau b = 2.00e+08 J m5/C4, c = 1.50e+09 J m9/C6
eps_b/eps0 = 5.0, lambda = 0.010 nm
site density N = 6.250e+14 cm^-2, 2eN = 200.3 uC/cm2
O2 inputs: bond 0.121 nm, vibration 0.20 eV
ion energies: minus -0.60 eV, plus 1.60 eV
O2 standard chemical potential = -1.4584 eV
G_minus = 0.1292 eV, G_plus = 0.8708 eV
C = 1989.8, ion screening length = 0.2655 nm
ln p* = -12.294, p* = 3.479e-03 Torr
bulk polarization = 57.13 uC/cm2
-- 12 nm film, up state at p* --
P = 43.41 uC/cm2, D = 43.15 uC/cm2
field = -0.5820 MV/cm
film voltage L*E = -0.6983 V
electrode voltage = 0.4873 V
ion voltage = 0.2110 V
coverage minus = 0.2154, plus = 2.299e-07
energy relative to P=0: -30.53 mJ/m2
limit of up state: P = 30.57 uC/cm2, V = -0.1685 V
up -> down at 4.897e-08 Torr
down -> up at 2.472e+02 Torr
P just after: -47.71, 47.71 uC/cm2
-- stable P in uC/cm2 at given pressure --
12 nm, 1e-09 Torr: -48.86
5 nm, 1e-09 Torr: -27.82
12 nm, 1e-06 Torr: -46.72, 37.77
5 nm, 1e-06 Torr: -2.97
12 nm, 1e-03 Torr: -44.00, -0.07, 42.77
5 nm, 1e-03 Torr: -0.07
12 nm, 1e+00 Torr: -40.01, 45.82
5 nm, 1e+00 Torr: 0.86
12 nm, 8e+02 Torr: 48.05
5 nm, 8e+02 Torr: 17.83
-- characteristic thicknesses --
hysteresis begins: 6.42 nm
polar states exist at p*: 9.07 nm
polar states lowest at p*: 10.13 nm
P=0 locally unstable at p*: 136.9 nm
-- neglected effects, rough inputs --
stripes: kappa 100, wall energy 50 mJ/m2
stripe energy relative to P=0: -21.47 mJ/m2
stripe P = 35.5 uC/cm2, width = 3.48 nm
0.1 V built in: p* changes by factor 758
largest field 0.627, breakdown 2.0 MV/cm
barrier 1.0 eV, largest surface potential 0.366 V
carrier charge bound = 4.72e-04 uC/cm2
carrier density / Nc = 2.75e-05
current over barrier = 3.72 A/cm2
current through barrier = 0.008 A/cm2
time to supply 2D = 23.2 us
p* at 600 K = 4.575e-06 Torr
p* at 800 K = 5.406e-01 Torr
```
